# Drude Conductivity, f-Sum Rule and Hagen-Rubens Reflectivity of Copper

A metal contains $n$ conduction electrons per unit volume, each of charge $-e$. Their band is parabolic, $\varepsilon=\hbar^2k^2/(2m)$, with velocity $\mathbf v=\hbar\mathbf k/m$. Collisions are described by one constant relaxation time $\tau$. Fields vary as $e^{-i\omega t}$, and the physical field is the real part of the complex one. SI units are used. The problem is to find the response of the electrons to an oscillating field, then the light reflected by the metal, and finally the frequencies at which the simplest reflectivity formula can be trusted for copper.

## (a) The disturbed distribution

**Question.** A uniform field $\mathbf E e^{-i\omega t}$ acts on the electrons. Find the change $g$ of their distribution to first order in the field.

**Solution.** The force law is $\hbar\,d\mathbf k/dt=-e\mathbf E$. In a uniform system the distribution $f(\mathbf k,t)$ does not depend on position, and the Boltzmann equation reads

$$\frac{\partial f}{\partial t}-\frac{e}{\hbar}\mathbf E\cdot\nabla_k f=-\frac{f-f_0}{\tau}.$$

Here $f_0(\varepsilon)$ is the Fermi function. Write $f=f_0+g$. Since $g$ is itself proportional to the field, $\mathbf E\cdot\nabla_k g$ is of second order and is dropped. In the remaining field term the chain rule gives

$$\nabla_k f_0=\frac{\partial f_0}{\partial\varepsilon}\nabla_k\varepsilon=\hbar\mathbf v\,\frac{\partial f_0}{\partial\varepsilon}.$$

The factor $\hbar$ cancels, and the field term moves to the right with a plus sign:

$$\frac{\partial g}{\partial t}+\frac{g}{\tau}=e\,\mathbf E\cdot\mathbf v\,\frac{\partial f_0}{\partial\varepsilon}.$$

After transients of the form $e^{-t/\tau}$ have died out, $g$ oscillates as $e^{-i\omega t}$, so $\partial g/\partial t=-i\omega g$. Multiplying by $\tau$ and solving for $g$ gives

$$g=\frac{e\tau}{1-i\omega\tau}\,\mathbf E\cdot\mathbf v\,\frac{\partial f_0}{\partial\varepsilon}.$$

This $g$ is odd in $\mathbf v$, so its integral over $\mathbf k$ vanishes. The number of electrons is unchanged, which is why relaxation towards a fixed $f_0$ is consistent here. The magnetic force of a light wave adds nothing at this order: acting on $f_0(\varepsilon)$ it gives a term proportional to $(\mathbf v\times\mathbf B)\cdot\mathbf v=0$.

## (b) The conductivity

**Question.** Find $\sigma(\omega)$, defined by $\mathbf j=\sigma\mathbf E$. Does the result depend on temperature, or on the field being weak?

**Solution.** With two spin states, the current density is

$$\mathbf j=-e\int\frac{2\,d^3k}{(2\pi)^3}\,\mathbf v\,g.$$

Take $\mathbf E$ along $x$. The two factors $e$ combine with the minus sign to give

$$\sigma(\omega)=\frac{e^2\tau}{1-i\omega\tau}\int\frac{2\,d^3k}{(2\pi)^3}\,v_x^2\left(-\frac{\partial f_0}{\partial\varepsilon}\right).$$

One factor of velocity can be absorbed, because $v_x\,\partial f_0/\partial\varepsilon=\hbar^{-1}\partial f_0/\partial k_x$. Integration by parts, with $f_0\to0$ at large $k$, then gives

$$-\frac1\hbar\int\frac{2\,d^3k}{(2\pi)^3}v_x\frac{\partial f_0}{\partial k_x}
=\frac1\hbar\int\frac{2\,d^3k}{(2\pi)^3}f_0\frac{\partial v_x}{\partial k_x}
=\frac1\hbar\,\frac{\hbar}{m}\,n=\frac nm.$$

Therefore

$$\boxed{\sigma(\omega)=\frac{\sigma_0}{1-i\omega\tau},\qquad \sigma_0=\frac{ne^2\tau}{m}}$$

The temperature has dropped out, apart from any temperature dependence of $\tau$.

The weak-field condition can be examined by multiplying the full Boltzmann equation by $-e v_x$ and integrating over $\mathbf k$. The first term becomes $dj/dt$ and the collision term becomes $-j/\tau$, since $f_0$ carries no current. The field term is

$$\frac{e^2E}{\hbar}\int\frac{2\,d^3k}{(2\pi)^3}v_x\frac{\partial f}{\partial k_x}=-\frac{ne^2}{m}E,$$

by the same integration by parts. Hence

$$\frac{dj}{dt}=\frac{ne^2}{m}E-\frac{j}{\tau}.$$

No power of $E$ was discarded. For a parabolic band and constant $\tau$ the current is thus linear in the field, although the distribution is not. Time integration of the full equation agrees: at $\omega\tau=1$ it gives $\sigma/\sigma_0=0.50000+0.50000i$, as the formula does.

For $\omega\tau\ll1$ there are many collisions per cycle and $\sigma\to\sigma_0$. For $\omega\tau\gg1$, $\sigma\to ine^2/(m\omega)$: the electrons respond through their inertia, and the current lags the field by a quarter period.

## (c) The sum rule

**Question.** Integrate $\mathrm{Re}\,\sigma$ over all positive frequencies. Explain how the result depends on $\tau$.

**Solution.** Multiplying numerator and denominator by $1+i\omega\tau$ gives

$$\mathrm{Re}\,\sigma=\frac{\sigma_0}{1+\omega^2\tau^2}.$$

Up to a cutoff $\Omega$, the substitution $x=\omega\tau$ yields

$$\int_0^\Omega\mathrm{Re}\,\sigma\,d\omega=\frac{\sigma_0}{\tau}\int_0^{\Omega\tau}\frac{dx}{1+x^2}=\frac{ne^2}{m}\arctan(\Omega\tau).$$

As $\Omega\to\infty$ the arctangent tends to $\pi/2$, so

$$\boxed{\int_0^\infty\mathrm{Re}\,\sigma\,d\omega=\frac{\pi ne^2}{2m}=\frac\pi2\varepsilon_0\omega_p^2,\qquad \omega_p^2=\frac{ne^2}{\varepsilon_0m}}$$

The relaxation time has cancelled. More collisions lower the peak and widen it, leaving the area fixed.

The reason appears in the time domain. Let $s(t)$ be the current at time $t$ after a unit field impulse at $t=0$. Then $\sigma(\omega)=\int_0^\infty s(t)e^{i\omega t}dt$, so $\mathrm{Re}\,\sigma$ is the cosine transform of $s$. The inverse transform is

$$s(t)=\frac2\pi\int_0^\infty\mathrm{Re}\,\sigma(\omega)\cos\omega t\,d\omega.$$

Just after the impulse, every electron has gained velocity $-e/m$ and no collision has yet acted, so $s(0^+)=ne^2/m$. Setting $t\to0^+$ gives the sum rule again. The area measures the initial acceleration; the later decay decides how the area is spread over frequency.

Half of the area lies below $\omega\tau=1$, and 93.65% lies below $\omega\tau=10$. The sum here counts the conduction band. Transitions between bands are absent from the model and would contribute absorption of their own.

## (d) Reflection from a thick metal

**Question.** Light falls from vacuum at normal incidence on a flat metal filling $z>0$. Express the absorbed fraction $A=1-R$ through $\sigma(\omega)$, and check that it equals the heat produced inside.

**Solution.** Assume that the current at each point depends on the field at that point; part (g) examines this. For a transverse wave, Maxwell's equations give

$$\frac{\partial^2E}{\partial z^2}=\mu_0\frac{\partial(\sigma E)}{\partial t}+\frac1{c^2}\frac{\partial^2E}{\partial t^2}.$$

Insert $E\propto e^{i(N\omega z/c-\omega t)}$:

$$-\frac{N^2\omega^2}{c^2}=-i\omega\mu_0\sigma-\frac{\omega^2}{c^2}.$$

Multiplying by $-c^2/\omega^2$ and using $\mu_0c^2=1/\varepsilon_0$,

$$N^2=1+\frac{i\sigma}{\varepsilon_0\omega}.$$

The root with $\mathrm{Im}\,N>0$ decays into the metal. For unit incident amplitude, let $r$ and $t$ be the reflected and transmitted amplitudes. The tangential electric field is continuous. So is the magnetic field, which is $N/c$ times the electric field and changes sign for the reflected wave:

$$1+r=t,\qquad 1-r=Nt.$$

Adding gives $t=2/(1+N)$, and then $r=t-1=(1-N)/(1+N)$. With $\zeta=1/N$, $r=(\zeta-1)/(\zeta+1)$ and

$$A=1-|r|^2=\frac{|1+\zeta|^2-|1-\zeta|^2}{|1+\zeta|^2}=\frac{4\,\mathrm{Re}\,\zeta}{|1+\zeta|^2}.$$

For the heat, write $N=N_1+iN_2$. The mean heating rate per volume is $\tfrac12\mathrm{Re}\,\sigma\,|E|^2$, and $|E|^2=|t|^2e^{-2N_2\omega z/c}$. Dividing the integral over depth by the incident flux $\tfrac12\varepsilon_0c$ gives

$$\frac{\mathrm{Re}\,\sigma\,|t|^2}{\varepsilon_0c}\,\frac{c}{2N_2\omega}
=\frac{\mathrm{Re}\,\sigma}{2\varepsilon_0\omega N_2}|t|^2=N_1|t|^2.$$

The last step uses $\mathrm{Im}\,N^2=2N_1N_2=\mathrm{Re}\,\sigma/(\varepsilon_0\omega)$. Since $|t|^2=4/|1+N|^2$, the heat fraction is $4N_1/|1+N|^2$. Substituting $\zeta=1/N$ in the formula for $A$ gives the same expression, so energy is conserved.

## (e) The low-frequency reflectivity

**Question.** Find $R$ when $\omega\tau\ll1$ and $\varepsilon_0\omega/\sigma_0\ll1$. Interpret the absorption physically.

**Solution.** The first condition allows $\sigma\approx\sigma_0$. The second makes the 1 in $N^2$ negligible. Then $N^2\approx i\sigma_0/(\varepsilon_0\omega)$, and with $\sqrt i=e^{i\pi/4}$,

$$\zeta=\frac1N\approx\sqrt{\frac{\varepsilon_0\omega}{\sigma_0}}\,e^{-i\pi/4},\qquad \mathrm{Re}\,\zeta\approx\sqrt{\frac{\varepsilon_0\omega}{2\sigma_0}}.$$

Since $|\zeta|\ll1$, the denominator of $A$ is 1 to leading order, and $A\approx4\,\mathrm{Re}\,\zeta$:

$$\boxed{R\approx1-A_{HR},\qquad A_{HR}=2\sqrt{\frac{2\varepsilon_0\omega}{\sigma_0}}}$$

This is the Hagen-Rubens relation. Of the metal's properties, it contains the dc conductivity alone.

The field decays as $e^{-z/\delta}$, with $1/\delta=N_2\omega/c$. Using $N_2=\sqrt{\sigma_0/(2\varepsilon_0\omega)}$,

$$\delta=\sqrt{\frac{2}{\mu_0\sigma_0\omega}},\qquad A_{HR}=\frac{2\omega\delta}{c}.$$

Thus the absorption measures the skin depth against the wavelength. A nearly perfect reflector doubles the magnetic field at its surface, which fixes the total screening current. A better conductor carries that current in a thinner layer, so the loss falls as $\sigma_0^{-1/2}$ and not as $\sigma_0^{-1}$.

The two conditions are related. Because $\sigma_0=\varepsilon_0\omega_p^2\tau$,

$$\frac{\varepsilon_0\omega}{\sigma_0}=\frac{\omega\tau}{(\omega_p\tau)^2}.$$

If $\omega_p\tau>1$, the condition $\omega\tau\ll1$ already implies the other.

## (f) Leaving the low-frequency regime

**Question.** Keep $\omega\tau=x$ finite, but let the metal remain a good reflector. By what factor does $A$ differ from $A_{HR}$? Find the $x$ at which a chosen relative difference is reached, and the limit $x\gg1$.

**Solution.** The 1 in $N^2$ is still dropped, so

$$\zeta^2=\frac{\varepsilon_0\omega}{\sigma_0}\,\frac{1-ix}{i}=b\,(-x-i),\qquad b=\frac{\varepsilon_0\omega}{\sigma_0}.$$

Let $\zeta=\zeta_1+i\zeta_2$. The real part and the modulus of $\zeta^2$ give

$$\zeta_1^2-\zeta_2^2=-bx,\qquad \zeta_1^2+\zeta_2^2=b\sqrt{1+x^2}.$$

Half their sum is $\zeta_1^2=\tfrac b2(\sqrt{1+x^2}-x)$. Since $A\approx4\zeta_1$ and $A_{HR}=4\sqrt{b/2}$,

$$\frac{A}{A_{HR}}\approx\sqrt{\sqrt{1+x^2}-x}.$$

For small $x$ this is $1-x/2$: Hagen-Rubens overestimates the absorption. Suppose $A$ lies below $A_{HR}$ by a fraction $\eta$ of $A_{HR}$. With $u=(1-\eta)^2$, we need $\sqrt{1+x^2}=u+x$. Squaring and cancelling $x^2$ gives $1=u^2+2ux$, hence

$$x=\frac{1-u^2}{2u}.$$

For $\eta=0.10$, $u=0.81$ and $x=(1-0.6561)/1.62=0.212$. For $\eta=0.01$, $x=0.0201$.

For $x\gg1$,

$$\sqrt{1+x^2}-x=\frac1{\sqrt{1+x^2}+x}\approx\frac1{2x}.$$

Therefore

$$A\approx\frac{A_{HR}}{\sqrt{2\omega\tau}}=2\sqrt{\frac{\varepsilon_0}{\sigma_0\tau}}=\frac{2}{\omega_p\tau},\qquad \frac1\tau\ll\omega\ll\omega_p.$$

The absorption stops rising. In this range $\mathrm{Re}\,\sigma$ falls as $\omega^{-2}$, while $|t|^2\approx4|\zeta|^2\approx4\omega^2/\omega_p^2$ grows as $\omega^2$. The penetration depth is constant at $c/\omega_p$, so the heat is constant too.

## (g) When is the conductivity local?

**Question.** The field in the metal varies over the distance $\delta$. Find the leading change of the conductivity for $\omega\tau\ll1$, and the condition for neglecting it.

**Solution.** For a field along $x$ varying as $e^{iqz}$, the drift term $v_z\,\partial g/\partial z=iqv_zg$ joins the Boltzmann equation. Part (a) then gives

$$g=\frac{e\tau E\,v_x}{1-i\omega\tau+iqv_z\tau}\,\frac{\partial f_0}{\partial\varepsilon}.$$

Drop $i\omega\tau$. In a cold electron gas, $\partial f_0/\partial\varepsilon$ selects the Fermi speed $v_F$. Put $v_z=v_F\mu$, where $\mu$ is the cosine of the angle to $z$, and define the mean free path $l=v_F\tau$. Averaging $v_x^2$ over the azimuth gives $\tfrac12v_F^2(1-\mu^2)$. The average over $\mu$ is $\tfrac12\int_{-1}^1d\mu$, and division by the local value $v_F^2/3$ gives

$$\frac{\sigma(q)}{\sigma_0}=\frac34\int_{-1}^{1}\frac{1-\mu^2}{1+iql\mu}\,d\mu.$$

Expand the fraction as $1-iql\mu-(ql)^2\mu^2+\dots$. The odd term integrates to zero, and $\tfrac34\int_{-1}^1\mu^2(1-\mu^2)d\mu=\tfrac34(\tfrac23-\tfrac25)=\tfrac15$. In the skin effect $q=N\omega/c=(1+i)/\delta$, so $q^2=2i/\delta^2$ and

$$\frac{\sigma(q)}{\sigma_0}\approx1-\frac{(ql)^2}{5}=1-\frac{2i}{5}\left(\frac l\delta\right)^2.$$

For $\omega\tau\ll1$ the local theory therefore requires $l\ll\delta$. Otherwise an electron samples different fields between collisions. From the formula for $\delta$ and $\mu_0\sigma_0=\omega_p^2\tau/c^2$,

$$\left(\frac l\delta\right)^2=\frac{l^2\mu_0\sigma_0\omega}{2}=\frac12\left(\frac{l\omega_p}{c}\right)^2\omega\tau.$$

This is a criterion for the bulk conductivity. Electrons also strike the surface, and their effect on $R$ is not calculated here.

## (h) The range for copper

**Question.** Near room temperature copper has a resistivity of roughly $1.7\times10^{-8}\ \Omega\,$m and an fcc lattice constant of roughly $3.6$ Å. Assume one free electron per atom, with the free-electron mass. Where does Hagen-Rubens hold?

**Solution.** An fcc cell contains four atoms, so

$$n=\frac{4}{(3.6\times10^{-10}\ \mathrm m)^3}=8.57\times10^{28}\ \mathrm{m^{-3}}.$$

The conductivity is $\sigma_0=5.88\times10^7$ S/m. From these,

$$\tau=\frac{m\sigma_0}{ne^2}\approx24\ \mathrm{fs},\qquad \omega_p\approx1.65\times10^{16}\ \mathrm{rad/s},\qquad \omega_p\tau\approx402.$$

The Fermi speed is $v_F=\hbar(3\pi^2n)^{1/3}/m\approx1.58\times10^6$ m/s, so $l\approx38.5$ nm and $l\omega_p/c\approx2.12$. The sum-rule area is $3.79\times10^{21}$ S/(m s). The condition $\omega\tau=1$ is reached at 6.54 THz.

The local model gives the following absorption. The third digit serves to compare the columns; the rough inputs do not support it as a prediction. The assumed mass matters more. At fixed $n$ and $\sigma_0$, $\tau\propto m$, $\omega_p\propto m^{-1/2}$ and $v_F\propto 1/m$. A mass of about 1.4 electron masses, nearer to the optical mass of copper, gives $\tau\approx34$ fs, moves $\omega\tau=1$ to about 4.7 THz, lowers the plateau to about 0.42% and lowers the ratio 0.9 found below to about 0.64. It leaves $l$, $l/\delta$, $A_{HR}$ and the locality limit unchanged. The column $l/\delta$ uses the skin depth of part (e) and measures locality only for $\omega\tau\ll1$; at 30 THz the penetration depth is instead close to $c/\omega_p\approx18$ nm, and the term $i\omega\tau$ dropped in part (g) is not negligible.

| $f$ (THz) | $\omega\tau$ | $l/\delta$ | $A_{HR}$ (%) | $A$ Drude (%) |
|---|---|---|---|---|
| 0.03 | 0.0046 | 0.10 | 0.0476 | 0.0475 |
| 0.30 | 0.046 | 0.32 | 0.151 | 0.147 |
| 3 | 0.46 | 1.01 | 0.476 | 0.381 |
| 30 | 4.6 | 3.2 | 1.51 | 0.493 |

The last Drude value is close to the plateau $2/402=0.497\%$. This plateau belongs to the local model and is not the infrared absorption of real copper. Diffuse scattering of electrons at the surface adds absorption of order $3v_F/(4c)\approx0.4\%$, comparable to the plateau itself, and interband transitions begin near 2 eV, far below $\hbar\omega_p\approx11$ eV.

Within this local model, the Drude absorption is 1% below Hagen-Rubens at 0.125 THz and 10% below it at 1.37 THz, a wavelength of 219 µm. The corresponding $\omega\tau$, 0.0191 and 0.2093, are slightly smaller than the values in part (f). There $|1+\zeta|^2\approx1+2\,\mathrm{Re}\,\zeta$ was replaced by 1, which omits a further relative reduction of about $A/2$.

These frequencies do not settle the range for real copper. At them $l/\delta$ is already 0.21 and 0.69. At the first, part (g) gives a conductivity change of $0.4\times0.207^2\approx1.7\%$. This must be compared with the change of the conductivity that produces the 1% difference, namely $\sigma/\sigma_0\approx1+i\omega\tau$ with $\omega\tau=1.9\%$. By the last formula of part (g), the ratio of the two changes is $\tfrac25(l/\delta)^2/(\omega\tau)=\tfrac15(l\omega_p/c)^2\approx0.9$ at any low frequency. The neglected nonlocal change of the bulk conductivity is therefore about as large as the Drude change. The two have opposite signs in $\sigma$, but they cannot simply be subtracted. The formula of part (d) for $A$ assumes a local current, and the effect of nonlocality on $A$, in size and in sign, depends on how the electrons scatter at the surface. The 1% figure belongs to the local model and is not a prediction for copper. At the second, $l/\delta$ is no longer small, and the local derivation has lost its basis.

Take $l/\delta=0.1$ as a working limit, where the bulk conductivity changes by 0.4%. Part (g) then gives

$$\omega\tau=2\left(\frac{0.1}{2.12}\right)^2\approx0.0045,\qquad f\approx0.0045\times6.54\ \mathrm{THz}\approx29\ \mathrm{GHz}.$$

The wavelength is about 10 mm and the skin depth is 385 nm. With $\omega=2\pi f\approx1.83\times10^{11}$ rad/s,

$$A_{HR}=\frac{2\omega\delta}{c}\approx\frac{2(1.83\times10^{11})(3.85\times10^{-7})}{3.00\times10^8}\approx4.7\times10^{-4}.$$

Hence $R\approx99.95\%$. For room-temperature copper, the derivation supports Hagen-Rubens up to a few tens of gigahertz, for a flat sample much thicker than $\delta$. There the two bulk corrections to the conductivity, $\omega\tau\approx0.45\%$ and the nonlocal 0.4%, are both below half a percent. Both grow in proportion to $\omega$, so the limit is gradual and depends on the accuracy required. At higher frequencies the formula may still lie near the true absorption, but a nonlocal calculation including the surface is needed to decide that.

Cooling makes the restriction more severe. At fixed $n$ and $v_F$, $l\propto\tau$, so $(l/\delta)^2\propto\omega\tau^3$. A tenfold longer relaxation time lowers the locality limit a thousandfold, to about 29 MHz, whereas the frequency at which $\omega\tau=1$ falls tenfold. The numerical output below gives further frequencies and the comparisons by quadrature.

## Numbers as computed

```
Boltzmann equation in time, sigma/sigma0 (dimensionless)
  w tau = 0.5: simulated 0.80000 +0.40000i, formula 0.80000 +0.40000i
  w tau = 1.0: simulated 0.50000 +0.50000i, formula 0.50000 +0.50000i
  w tau = 3.0: simulated 0.10000 +0.30000i, formula 0.10000 +0.30000i
Copper, rough measured inputs
  resistivity = 1.7e-08 ohm m
  lattice constant = 3.6 angstrom
Copper, derived quantities
  electron density n = 8.573e+28 m^-3
  dc conductivity sigma0 = 5.882e+07 S/m
  relaxation time tau = 24.35 fs
  1/(2 pi tau) = 6.54 THz
  plasma frequency wp = 1.652e+16 rad/s
  wp tau = 402.2
  Fermi velocity = 1.579e+06 m/s
  mean free path l = 38.5 nm
  l wp/c = 2.119
Sum rule, integral of Re sigma over w
  quadrature = 3.79493e+21 S/(m s)
  pi n e^2/(2m) = 3.79493e+21 S/(m s)
  fraction below w tau = 1: 0.5000
  fraction below w tau = 10: 0.9365
Energy balance at 3 THz
  Joule heat / incident power = 3.808112e-03
  1-R from Fresnel = 3.808112e-03
Local model: f(THz), w tau, l/delta, 1-R HR(%), 1-R Drude(%)
   0.01  0.00153  0.0586   0.0275   0.0275
   0.03  0.00459  0.1015   0.0476   0.0475
   0.10  0.01530  0.1853   0.0870   0.0863
   0.30  0.04590  0.3209   0.1507   0.1471
   1.00  0.15298  0.5860   0.2751   0.2546
   3.00  0.45895  1.0149   0.4764   0.3808
  10.00  1.52984  1.8530   0.8698   0.4736
  30.00  4.58953  3.2094   1.5066   0.4932
Hagen-Rubens too high relative to local Drude 1-R
  Drude lower by 1%: w tau = 0.0191 (formula 0.0201)
    f = 0.125 THz, wavelength = 2396 um, l/delta = 0.207
  Drude lower by 10%: w tau = 0.2093 (formula 0.2123)
    f = 1.368 THz, wavelength = 219 um, l/delta = 0.685
Plateau of 1-R in the local model
  2/(wp tau) = 0.4973 %
  Fresnel at w tau = 20: 0.4965 %
Locality marker l/delta = 0.1
  frequency = 29.1 GHz
  wavelength = 10.3 mm
  w tau = 0.00446
  skin depth = 385 nm
  |change of sigma(q)|/sigma0 = 0.400 %
  1-R Hagen-Rubens = 0.0469 %
  R Hagen-Rubens = 99.9531 %
```
